# How an Anneal Broadens a Buried Dopant Marker: a numerical check

```python
"""
Result under test: a conserved dopant with constant diffusivity D in an
unbounded solid has a depth profile whose standard deviation sigma obeys
    sigma^2 = sigma0^2 + 2 D t,
so sigma0 = 20 nm and D t = 250 nm^2 give sigma = 30 nm.
Symbols: C concentration (nm^-3), x depth (nm), t time (s), Q dose (nm^-2),
p hole density, ni intrinsic carrier density, T temperature (K).
The example is a boron marker in silicon with rough typical parameters.
Profiles are propagated by Fourier modes and by a finite-volume solver; the
derived formulas are compared with those profiles.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import solve_ivp, quad
from scipy.special import erfc

K_B = k_joule / charge            # eV/K
SIGMA0 = 20.0                     # nm
DT_TARGET = 250.0                 # nm^2
PREFACTOR = 1.0                   # cm^2/s, rough
E_ACT = 3.5                       # eV, rough
T_HOLD = 1273.0                   # K
NI_CM3 = 1e19                     # cm^-3, rough, at T_HOLD
NI = NI_CM3 * 1e-21               # nm^-3


def diffusivity(temperature):
    """Arrhenius diffusivity in nm^2/s."""
    return PREFACTOR * 1e14 * np.exp(-E_ACT / (K_B * temperature))


def gaussian(x, centre, sigma):
    return np.exp(-(x - centre)**2 / (2 * sigma**2)) / (
        np.sqrt(2 * np.pi) * sigma)


def moments(x, c):
    """Mean, standard deviation and skewness of a sampled profile."""
    w = c / c.sum()
    mean = (w * x).sum()
    std = np.sqrt((w * (x - mean)**2).sum())
    return mean, std, (w * (x - mean)**3).sum() / std**3


def full_width_half_max(x, c):
    """Width of a symmetric profile, from its right-hand flank."""
    top = int(np.argmax(c))
    edge = np.interp(-c[top] / 2, -c[top:], x[top:])
    return 2 * (edge - x[top])


D_HOLD = diffusivity(T_HOLD)
t_hold = DT_TARGET / D_HOLD
sigma_law = np.sqrt(SIGMA0**2 + 2 * DT_TARGET)

# --- symbolic check that the spreading Gaussian solves the equation
X, TT, DD, S0 = sp.symbols("x t D s0", positive=True)
variance = S0**2 + 2 * DD * TT
trial = sp.exp(-X**2 / (2 * variance)) / sp.sqrt(2 * sp.pi * variance)
residual = sp.diff(trial, TT) - DD * sp.diff(trial, X, 2)
assert sp.simplify(residual / trial) == 0

# --- Fourier propagation in a box far wider than the profile
xf = np.arange(2000) * 0.5
wave = 2 * np.pi * np.fft.fftfreq(xf.size, d=0.5)


def propagate(c, dt_product):
    return np.fft.ifft(np.fft.fft(c) * np.exp(-wave**2 * dt_product)).real


start = gaussian(xf, 500.0, SIGMA0)
half = propagate(start, DT_TARGET / 2)
final = propagate(start, DT_TARGET)
mean_f, std_f, _ = moments(xf, final)
std_half = moments(xf, half)[1]
peak_ratio = final.max() / start.max()
fwhm_start = full_width_half_max(xf, start)
fwhm_final = full_width_half_max(xf, final)
assert abs(std_f - sigma_law) < 1e-6
assert abs(std_f - 30.0) < 1e-6
assert abs(mean_f - 500.0) < 1e-6
assert np.max(np.abs(final - gaussian(xf, 500.0, 30.0))) < 1e-10
assert abs(peak_ratio - SIGMA0 / sigma_law) < 1e-8
# linear interpolation on a 0.5 nm grid limits the accuracy of the width
assert abs(fwhm_final - 2 * np.sqrt(2 * np.log(2)) * sigma_law) < 0.01

# --- skewed start: gamma-shaped profile with standard deviation 20 nm
u = np.clip(xf - 300.0, 0.0, None)
skewed = u**3 * np.exp(-u / 10.0)
_, std_s0, skew_s0 = moments(xf, skewed)
_, std_s1, skew_s1 = moments(xf, propagate(skewed, DT_TARGET))
assert abs(std_s0 - SIGMA0) < 1e-3
assert abs(std_s1 - sigma_law) < 1e-3
assert abs(skew_s1 - skew_s0 * (SIGMA0 / sigma_law)**3) < 1e-3

# --- finite-volume solver for the effects left out of the ideal model
DX = 1.0
xv = (np.arange(600) + 0.5) * DX


def anneal(c0, rate, t_end, holes=False, sink=False, max_step=np.inf):
    """Final profile; rate(t) is D in nm^2/s, left edge x=0 is the surface."""
    def slope(t, c):
        f = c
        if holes:
            f = c * (c / 2 + np.sqrt(c**2 / 4 + NI**2)) / NI
        flux = np.zeros(c.size + 1)
        flux[1:-1] = -(f[1:] - f[:-1]) / DX
        if sink:
            flux[0] = -f[0] / (DX / 2)
        return -rate(t) * (flux[1:] - flux[:-1]) / DX
    run = solve_ivp(slope, (0.0, t_end), c0, method="LSODA", lband=1,
                    uband=1, rtol=1e-8, atol=1e-10 * c0.max(),
                    t_eval=[t_end], max_step=max_step)
    assert run.success
    return run.y[:, -1]


def steady(t):
    return D_HOLD


deep = gaussian(xv, 300.0, SIGMA0)
std_fv = moments(xv, anneal(deep, steady, t_hold))[1]
assert abs(std_fv - sigma_law) < 1e-3

# surface at finite distance
surface = {}
for depth in (100.0, 60.0):
    c0 = gaussian(xv, depth, SIGMA0)
    c_ref = anneal(c0, steady, t_hold)
    c_sink = anneal(c0, steady, t_hold, sink=True)
    lost = 1 - c_sink.sum() / c0.sum()
    surface[depth] = (moments(xv, c_ref)[1], moments(xv, c_sink)[1], lost)
direct = gaussian(xv, 100.0, sigma_law)
image = gaussian(xv, -100.0, sigma_law)
assert abs(surface[100.0][0] - moments(xv, direct + image)[1]) < 2e-3
assert abs(surface[100.0][1] - moments(xv, direct - image)[1]) < 2e-3
lost_formula = erfc(100.0 / (np.sqrt(2) * sigma_law))
assert abs(surface[100.0][2] / lost_formula - 1) < 0.02

# hole-assisted diffusion with built-in field, dilute and heavy dose
doses = (1e12, 1e14)              # cm^-2
std_dose = [moments(xv, anneal(q * 1e-14 * deep, steady, t_hold,
                               holes=True))[1] for q in doses]
peaks = [q * 1e-14 * deep.max() * 1e21 for q in doses]
extra_var = std_dose[0]**2 - std_fv**2
extra_formula = (doses[0] * 1e-14 * (sigma_law - SIGMA0)
                 / (2 * np.sqrt(np.pi) * NI))
# the formula keeps only the first order in C/ni, here about 0.02
assert abs(extra_var / extra_formula - 1) < 0.03
assert std_dose[1] > std_dose[0] > std_fv

# temperature error and doubled diffusivity at the same hold time
std_hot, std_cold = [
    moments(xv, anneal(deep, lambda t, d=diffusivity(T_HOLD + dT): d,
                       t_hold))[1] for dT in (10.0, -10.0)]
std_double = moments(xv, anneal(deep, lambda t: 2 * D_HOLD, t_hold))[1]
assert std_cold < std_fv < std_hot < std_double

# heating and cooling ramps around the hold
RAMP, T_START = 50.0, 873.0       # K/s, K
t_ramp = (T_HOLD - T_START) / RAMP
t_total = t_hold + 2 * t_ramp


def ramped(t):
    return diffusivity(min(T_HOLD, T_START + RAMP * t,
                           T_START + RAMP * (t_total - t)))


dt_ramps = 2 * quad(ramped, 0.0, t_ramp)[0]
dt_ramps_estimate = 2 * D_HOLD * K_B * T_HOLD**2 / (E_ACT * RAMP)
std_ramp = moments(xv, anneal(deep, ramped, t_total, max_step=1.0))[1]
# the estimate drops terms of relative size 2kT/Ea, about 6 percent
assert abs(dt_ramps / dt_ramps_estimate - 1) < 0.10
# tests that only the time integral of D matters
assert abs(std_ramp - np.sqrt(SIGMA0**2 + 2 * (DT_TARGET + dt_ramps))) < 2e-3

print(f"initial standard deviation: {SIGMA0:.1f} nm")
print(f"Dt: {DT_TARGET:.1f} nm^2")
print(f"initial variance: {SIGMA0**2:.1f} nm^2")
print(f"added variance 2Dt: {2 * DT_TARGET:.1f} nm^2")
print(f"final std, Fourier profile: {std_f:.6f} nm")
print(f"final std, converted: {10 * std_f:.2f} angstrom")
print(f"final std, finite volumes: {std_fv:.4f} nm")
print(f"std after half of the anneal: {std_half:.2f} nm")
print(f"sqrt(2Dt): {np.sqrt(2 * DT_TARGET):.2f} nm")
print(f"wrong sum of widths: {SIGMA0 + np.sqrt(2 * DT_TARGET):.2f} nm")
print(f"peak ratio final/initial: {peak_ratio:.4f}")
print(f"full width at half maximum, start: {fwhm_start:.1f} nm")
print(f"full width at half maximum, end: {fwhm_final:.1f} nm")
print(f"skewed start, std: {std_s0:.3f} nm, skewness {skew_s0:.3f}")
print(f"skewed end, std: {std_s1:.3f} nm, skewness {skew_s1:.3f}")
print(f"rough prefactor: {PREFACTOR:.1f} cm^2/s")
print(f"rough activation energy: {E_ACT:.1f} eV")
print(f"hold temperature: {T_HOLD:.0f} K")
print(f"kT at hold: {K_B * T_HOLD:.4f} eV")
print(f"D at hold: {D_HOLD:.3f} nm^2/s")
print(f"hold time: {t_hold:.0f} s")
for depth, (s_ref, s_sink, lost) in surface.items():
    print(f"surface at {depth:.0f} nm, reflecting: std {s_ref:.3f} nm")
    print(f"surface at {depth:.0f} nm, sink: std {s_sink:.3f} nm")
    print(f"surface at {depth:.0f} nm, sink: lost {100 * lost:.3f} percent")
print(f"sink loss formula at 100 nm: {100 * lost_formula:.3f} percent")
print(f"rough intrinsic density ni: {NI_CM3:.1e} cm^-3")
for q, peak, s in zip(doses, peaks, std_dose):
    print(f"dose {q:.0e} cm^-2: initial peak {peak:.2e} cm^-3")
    print(f"dose {q:.0e} cm^-2: final std {s:.3f} nm")
print(f"dilute extra variance, solver: {extra_var:.3f} nm^2")
print(f"dilute extra variance, formula: {extra_formula:.3f} nm^2")
print(f"hold 10 K too hot: std {std_hot:.2f} nm")
print(f"hold 10 K too cold: std {std_cold:.2f} nm")
print(f"ramp rate: {RAMP:.0f} K/s, from {T_START:.0f} K")
print(f"Dt added by both ramps: {dt_ramps:.2f} nm^2")
print(f"Dt added by ramps, estimate: {dt_ramps_estimate:.2f} nm^2")
print(f"std with ramps: {std_ramp:.3f} nm")
print(f"std with doubled diffusivity: {std_double:.2f} nm")
print("all good")
```

It prints:

```
initial standard deviation: 20.0 nm
Dt: 250.0 nm^2
initial variance: 400.0 nm^2
added variance 2Dt: 500.0 nm^2
final std, Fourier profile: 30.000000 nm
final std, converted: 300.00 angstrom
final std, finite volumes: 30.0000 nm
std after half of the anneal: 25.50 nm
sqrt(2Dt): 22.36 nm
wrong sum of widths: 42.36 nm
peak ratio final/initial: 0.6667
full width at half maximum, start: 47.1 nm
full width at half maximum, end: 70.6 nm
skewed start, std: 20.000 nm, skewness 1.000
skewed end, std: 30.000 nm, skewness 0.296
rough prefactor: 1.0 cm^2/s
rough activation energy: 3.5 eV
hold temperature: 1273 K
kT at hold: 0.1097 eV
D at hold: 1.392 nm^2/s
hold time: 180 s
surface at 100 nm, reflecting: std 29.977 nm
surface at 100 nm, sink: std 29.867 nm
surface at 100 nm, sink: lost 0.086 percent
surface at 60 nm, reflecting: std 28.932 nm
surface at 60 nm, sink: std 27.430 nm
surface at 60 nm, sink: lost 4.395 percent
sink loss formula at 100 nm: 0.086 percent
rough intrinsic density ni: 1.0e+19 cm^-3
dose 1e+12 cm^-2: initial peak 1.99e+17 cm^-3
dose 1e+12 cm^-2: final std 30.047 nm
dose 1e+14 cm^-2: initial peak 1.99e+19 cm^-3
dose 1e+14 cm^-2: final std 34.817 nm
dilute extra variance, solver: 2.826 nm^2
dilute extra variance, formula: 2.821 nm^2
hold 10 K too hot: std 32.27 nm
hold 10 K too cold: std 28.08 nm
ramp rate: 50 K/s, from 873 K
Dt added by both ramps: 2.09 nm^2
Dt added by ramps, estimate: 2.22 nm^2
std with ramps: 30.070 nm
std with doubled diffusivity: 37.42 nm
all good
```
